# Debugging a numerical check: Do spherical pores guarantee an isotropic dielectric film?

```python
"""
Result under test: identical spherical pores on a simple tetragonal lattice
give a direction-dependent permittivity
    eps_i = eps_h * (1 + x / (1 - x*L_i)),   x = 3*f*beta,
    beta = (eps_p - eps_h) / (eps_p + 2*eps_h),
with f the porosity, eps_h the host, eps_p the pore permittivity, and L_i the
lattice factor: local field = macroscopic field + L_i*P/(eps0*eps_h).
Cell sides are a, a, c (c along z, the film normal); tau = c/a.
Lengths are in nm. The formula is compared with direct dipole sums, a
reciprocal-space sum, a finite stack of layers and a finite-volume solution
of div(eps grad phi) = 0 that contains all multipoles.
"""
import numpy as np
from scipy import fft
from scipy.constants import epsilon_0
from scipy.special import zeta

# ---------------------------------------------------------------- parameters
a, c, radius = 5.0, 4.0, 1.6
eps_h, eps_p = 2.9, 1.0
thickness = 100.0
tau = c / a
volume = a * a * c
porosity = 4 * np.pi * radius**3 / (3 * volume)
beta = (eps_p - eps_h) / (eps_p + 2 * eps_h)

# square-lattice sum of 1/r^3 through zeta and Dirichlet beta functions
dirichlet_beta = 4**-1.5 * (zeta(1.5, 0.25) - zeta(1.5, 0.75))
SQUARE_SUM = 4 * zeta(1.5, 1.0) * dirichlet_beta

m1, m2 = np.meshgrid(np.arange(-12, 13), np.arange(-12, 13))
k_plane = np.sqrt(m1**2 + m2**2).ravel()
k_plane = k_plane[k_plane > 0]


def factor_layers(t):
    """Closed form of L_z for the simple tetragonal lattice."""
    q = 2 * np.pi * t * k_plane
    return 1 - t * SQUARE_SUM / (4 * np.pi) + np.sum(q / np.expm1(q))


def factor_direct(t, body_centred=False):
    """L_z from the dipole sum with a smooth spherical cutoff (a = 1)."""
    cut = 12.0
    n_xy, n_z = 19, int(19 / t) + 1
    total = 0.0
    for s in ((0.0, 0.5) if body_centred else (0.0,)):
        x = (np.arange(-n_xy, n_xy + 1) + s)[:, None, None]
        y = (np.arange(-n_xy, n_xy + 1) + s)[None, :, None]
        z = t * (np.arange(-n_z, n_z + 1) + s)[None, None, :]
        r2 = x**2 + y**2 + z**2
        origin = r2 < 1e-12
        r2 = np.where(origin, 1.0, r2)
        term = (3 * z**2 - r2) / r2**2.5 * np.exp(-(r2 / cut**2)**4)
        total += np.sum(np.where(origin, 0.0, term))
    v = t / 2 if body_centred else t
    return 1 / 3 + v / (4 * np.pi) * total


def reciprocal_difference(jitter):
    """L_z - L_x from Fourier components of spheres with random jitter."""
    n = np.arange(-30, 31)
    gx = (2 * np.pi / a * n)[:, None, None]
    gy = (2 * np.pi / a * n)[None, :, None]
    gz = (2 * np.pi / c * n)[None, None, :]
    g2 = gx**2 + gy**2 + gz**2
    keep = (g2 > 1e-12) & (g2 <= (2 * np.pi / a * 30)**2)
    g2 = np.where(keep, g2, 1.0)
    q = np.sqrt(g2) * radius
    form = 3 * (np.sin(q) - q * np.cos(q)) / q**3
    # average over x and y uses the tetragonal symmetry
    angular = ((gx**2 + gy**2) / 2 - gz**2) / g2
    return np.sum(np.where(keep, form**2 * angular
                           * np.exp(-g2 * jitter**2), 0.0))


def dipole_eps(f, L, pore=eps_p, depol=1 / 3):
    """Dipole formula; depol = 1/3 is the sphere."""
    x = f * (pore - eps_h) / (eps_h + depol * (pore - eps_h))
    return eps_h * (1 + x / (1 - x * L))


def stack_eps(n_layers):
    """Normal permittivity of a film of n_layers coupled dipole layers."""
    i = np.arange(n_layers)
    dist = np.abs(i[:, None] - i[None, :])
    g = 2 * np.pi / a * k_plane
    by_dist = np.array([-SQUARE_SUM / a**3] + [
        2 * np.pi / a**2 * np.sum(g * np.exp(-g * d * c))
        for d in range(1, n_layers)])
    alpha = beta * radius**3
    p = np.linalg.solve(np.eye(n_layers) - alpha * by_dist[dist],
                        alpha * np.ones(n_layers))
    return eps_h / (1 - 4 * np.pi * np.mean(p) / volume)


def face_permittivity(shape, h, semi, axis):
    """Smoothed permittivity on the cell faces normal to axis."""
    xs = []
    for d in range(3):
        length = shape[d] * h
        x = np.arange(shape[d]) * h + (0.5 * h if d == axis else 0.0)
        x = (x + length / 2) % length - length / 2
        form = [1, 1, 1]
        form[d] = -1
        xs.append(x.reshape(form))
    sub = ((np.arange(4) + 0.5) / 4 - 0.5) * h
    sq = [[((xs[d] + s) / semi[d])**2 for s in sub] for d in range(3)]
    fill = np.zeros(shape)
    for sx in sq[0]:
        for sy in sq[1]:
            sxy = sx + sy
            for sz in sq[2]:
                fill += (sxy + sz) < 1
    fill /= 64
    grad = [xs[d] / semi[d]**2 for d in range(3)]
    normal2 = grad[axis]**2 / (grad[0]**2 + grad[1]**2 + grad[2]**2)
    mean = fill * eps_p + (1 - fill) * eps_h
    harmonic = 1 / (fill / eps_p + (1 - fill) / eps_h)
    return normal2 * harmonic + (1 - normal2) * mean


def grid_eps(semi_x, semi_z, n):
    """(eps_x, eps_z) of the periodic cell by preconditioned CG."""
    shape = (n, n, int(round(n * tau)))
    h = a / n
    eps = [face_permittivity(shape, h, (semi_x, semi_x, semi_z), d)
           for d in range(3)]
    w = [2 - 2 * np.cos(2 * np.pi * np.arange(s) / s) for s in shape]
    symbol = (w[0][:, None, None] + w[1][None, :, None]
              + w[2][None, None, :shape[2] // 2 + 1])
    symbol[0, 0, 0] = 1.0

    def precondition(r):
        s = fft.rfftn(r) / symbol
        s[0, 0, 0] = 0.0
        return fft.irfftn(s, s=shape)

    def operator(phi):
        out = np.zeros(shape)
        for d in range(3):
            flux = eps[d] * (np.roll(phi, -1, d) - phi)
            out -= flux - np.roll(flux, 1, d)
        return out

    result = []
    for axis in (0, 2):
        phi = np.zeros(shape)
        r = eps[axis] - np.roll(eps[axis], 1, axis)
        start = np.linalg.norm(r)
        z = precondition(r)
        p = z.copy()
        rz = np.sum(r * z)
        for _ in range(60):
            ap = operator(p)
            step = rz / np.sum(p * ap)
            phi += step * p
            r -= step * ap
            if np.linalg.norm(r) < 1e-7 * start:
                break
            z = precondition(r)
            rz_new = np.sum(r * z)
            p = z + rz_new / rz * p
            rz = rz_new
        assert np.linalg.norm(r) < 1e-6 * start
        field = 1 + np.roll(phi, -1, axis) - phi
        result.append(np.mean(eps[axis] * field))
    return result


def oblate_factor(aspect):
    """Depolarization factor along the short axis of an oblate spheroid."""
    e = np.sqrt(1 - aspect**2)
    return (1 - aspect / e * np.arcsin(e)) / e**2


# ------------------------------------------------------------ lattice factors
print("INPUTS")
print(f"a, c, pore radius = {a}, {c}, {radius} nm")
print(f"host, pore permittivity = {eps_h}, {eps_p}")
print(f"wall between pores along z = {c - 2*radius:.2f} nm")
print(f"porosity f = {porosity:.4f}")
print(f"sphere contrast beta = {beta:.4f}")
print(f"3 f beta = {3*porosity*beta:.4f}")
print("LATTICE FACTORS (dimensionless)")
print(f"square-lattice sum S = {SQUARE_SUM:.5f}")
previous = np.inf
for t in (0.8, 0.9, 1.0, 1.25, 1.5):
    closed, direct = factor_layers(t), factor_direct(t)
    assert abs(closed - direct) < 1e-6
    assert closed < previous
    previous = closed
    print(f"c/a={t:.2f}: L_z layers {closed:.6f}, direct {direct:.6f}")
assert abs(factor_layers(1.0) - 1 / 3) < 1e-9
L_z = factor_layers(tau)
L_x = (1 - L_z) / 2
print(f"example L_x = {L_x:.5f}, L_z = {L_z:.5f}")

bct = {t: factor_direct(t, True) for t in (0.8, 1.0, 1.2, np.sqrt(2))}
assert abs(bct[1.0] - 1 / 3) < 1e-6
assert abs(bct[np.sqrt(2)] - 1 / 3) < 1e-6
assert abs(bct[1.2] - 1 / 3) > 5e-4
for t, value in bct.items():
    print(f"body-centred c/a={t:.4f}: L_z = {value:.6f}")

jitter = 0.2
ordered, jittered = reciprocal_difference(0.0), reciprocal_difference(jitter)
assert abs(ordered - (L_z - L_x)) < 1e-3
assert abs(jittered - (L_z - L_x)) < 2e-3
print(f"L_z-L_x: layers {L_z-L_x:.5f}, reciprocal {ordered:.5f}")
print(f"L_z-L_x with {jitter} nm rms jitter per axis = {jittered:.5f}")

# --------------------------------------------------------------- permittivity
ex, ez = dipole_eps(porosity, L_x), dipole_eps(porosity, L_z)
cubic = dipole_eps(porosity, 1 / 3)
delta = ez - ex
leading = 9 * eps_h * porosity**2 * beta**2 * (L_z - L_x)
gx40, gz40 = grid_eps(radius, radius, 40)
gx, gz = grid_eps(radius, radius, 80)
delta_grid = gz - gx
assert abs(gx - ex) < 0.005 and abs(gz - ez) < 0.005
assert abs(delta_grid - delta) < 0.06 * delta
assert abs(delta_grid - (gz40 - gx40)) < 0.08 * delta
print("PERMITTIVITY (relative)")
print(f"dipole formula eps_x = {ex:.4f}, eps_z = {ez:.4f}")
print(f"cubic lattice, same porosity = {cubic:.4f}")
print(f"eps_z-eps_x = {delta:.5f} ({100*delta/ex:.2f} % of eps_x)")
print(f"leading f^2 estimate of eps_z-eps_x = {leading:.5f}")
print(f"field solver eps_x = {gx:.4f}, eps_z = {gz:.4f}")
print(f"field solver eps_z-eps_x = {delta_grid:.5f}")
print(f"same on grid twice as coarse = {gz40-gx40:.5f}")
print(f"solver/dipole anisotropy ratio = {delta_grid/delta:.4f}")

small = 1.2
sx, sz = grid_eps(small, small, 80)
exponent = np.log(delta_grid / (sz - sx)) / np.log((radius / small)**3)
assert 1.85 < exponent < 2.05
print(f"solver eps_z-eps_x, radius {small} nm = {sz-sx:.5f}")
print(f"solver power of f in the anisotropy = {exponent:.3f}")

L_long = factor_layers(1.25)
delta_long = (dipole_eps(porosity, L_long)
              - dipole_eps(porosity, (1 - L_long) / 2))
assert delta_long < 0 < delta
print(f"eps_z-eps_x for c/a=1.25, same f = {delta_long:.5f}")

# ---------------------------------------------------------- neglected effects
print("NEGLECTED EFFECTS AND USE")
n_layers = int(round(thickness / c))
film = stack_eps(n_layers)
assert abs(stack_eps(400) - ez) < 1e-4
print(f"{n_layers}-layer film eps_z = {film:.5f}, bulk {ez:.5f}")

for aspect in (0.95, 0.8):
    semi_x = radius / aspect**(1 / 3)
    fx, fz = grid_eps(semi_x, aspect * semi_x, 80)
    n_z = oblate_factor(aspect)
    estimate = (dipole_eps(porosity, L_z, depol=n_z)
                - dipole_eps(porosity, L_x, depol=(1 - n_z) / 2))
    assert abs((fz - fx) - estimate) < 0.005
    assert fz - fx < delta_grid
    print(f"pore aspect {aspect}: solver eps_z-eps_x = {fz-fx:.5f}")
    print(f"   dipole estimate {estimate:.5f}, short-axis N = {n_z:.4f}")
assert fz - fx < 0

wet = 1.3
wx, wz = dipole_eps(porosity, L_x, wet), dipole_eps(porosity, L_z, wet)
print(f"pore permittivity {wet}: eps_x = {wx:.4f}, eps_z = {wz:.4f}")
shift = dipole_eps(porosity + 0.01, L_z) - ez
print(f"eps_z shift for porosity +0.01 = {shift:.4f}")
to_nF_cm2 = epsilon_0 / (thickness * 1e-9) * 1e9 / 1e4
print(f"capacitance of {thickness:.0f} nm film = {ez*to_nF_cm2:.3f} nF/cm2")
print(f"same if eps_x is used = {ex*to_nF_cm2:.3f} nF/cm2")
print("ALL CHECKS PASSED")
```

Output of this version:

```
INPUTS
a, c, pore radius = 5.0, 4.0, 1.6 nm
host, pore permittivity = 2.9, 1.0
wall between pores along z = 0.80 nm
porosity f = 0.1716
sphere contrast beta = -0.2794
3 f beta = -0.1438
LATTICE FACTORS (dimensionless)
square-lattice sum S = 9.03362
c/a=0.80: L_z layers 0.583964, direct 0.583964
c/a=0.90: L_z layers 0.444129, direct 0.444129
c/a=1.00: L_z layers 0.333333, direct 0.333333
c/a=1.25: L_z layers 0.114289, direct 0.114289
c/a=1.50: L_z layers -0.075179, direct -0.075179
example L_x = 0.20802, L_z = 0.58396
body-centred c/a=0.8000: L_z = 0.370457
body-centred c/a=1.0000: L_z = 0.333333
body-centred c/a=1.2000: L_z = 0.334788
body-centred c/a=1.4142: L_z = 0.333333
L_z-L_x: layers 0.37595, reciprocal 0.37596
L_z-L_x with 0.2 nm rms jitter per axis = 0.37591
PERMITTIVITY (relative)
dipole formula eps_x = 2.4950, eps_z = 2.5152
cubic lattice, same porosity = 2.5020
eps_z-eps_x = 0.02020 (0.81 % of eps_x)
leading f^2 estimate of eps_z-eps_x = 0.02255
field solver eps_x = 2.4941, eps_z = 2.5142
field solver eps_z-eps_x = 0.02017
same on grid twice as coarse = 0.02027
solver/dipole anisotropy ratio = 0.9985
solver eps_z-eps_x, radius 1.2 nm = 0.00385
solver power of f in the anisotropy = 1.919
eps_z-eps_x for c/a=1.25, same f = -0.01823
NEGLECTED EFFECTS AND USE
25-layer film eps_z = 2.51491, bulk 2.51524
pore aspect 0.95: solver eps_z-eps_x = 0.01207
   dipole estimate 0.01380, short-axis N = 0.3471
Traceback (most recent call last):
  File "check.py", line 260, in <module>
    assert abs((fz - fx) - estimate) < 0.005
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed assertion compared the field solver with an estimate that treated flattened pores as point dipoles. That is right for uniformly polarized spheres, but a spheroid also has higher multipole moments, which change the lattice factor; the solver already showed this at aspect 0.95 (0.01207 against 0.01380). The estimate now averages the dipole interaction over the volumes of both spheroids, through a rapidly convergent series, and the point-dipole value is still printed for comparison. The tested quantity is therefore the corrected estimate, its tolerance is tightened from 0.005 to 0.001, and all other tests and the results for spherical pores are unchanged.

The change:

```diff
@@ -11,8 +11,10 @@
 of div(eps grad phi) = 0 that contains all multipoles.
 """
+from math import factorial
+
 import numpy as np
 from scipy import fft
 from scipy.constants import epsilon_0
-from scipy.special import zeta
+from scipy.special import eval_legendre, zeta
 
 # ---------------------------------------------------------------- parameters
@@ -56,4 +58,31 @@
     v = t / 2 if body_centred else t
     return 1 / 3 + v / (4 * np.pi) * total
+
+
+def factor_spheroid(semi_x, semi_z):
+    """L_z for uniformly polarized spheroids instead of point dipoles.
+
+    The dipole field is averaged over both spheroids. For a harmonic field
+    the average is the series of 3*j1(q)/q with q^2 = -D*d^2/dz^2,
+    D = semi_z^2 - semi_x^2; and d^n(1/r)/dz^n = n! P_n / r^(n+1), n even.
+    """
+    n_xy, n_z = 15, int(15 / tau)
+    x = a * np.arange(-n_xy, n_xy + 1)[:, None, None]
+    y = a * np.arange(-n_xy, n_xy + 1)[None, :, None]
+    z = c * np.arange(-n_z, n_z + 1)[None, None, :]
+    r = np.sqrt(x**2 + y**2 + z**2)
+    keep = (r > 1e-9) & (r <= n_z * c)
+    cosine = (z / np.where(r > 1e-9, r, 1.0))[keep]
+    r = r[keep]
+    single = np.array([3 * (-1)**k * (2 * k + 2) / factorial(2 * k + 3)
+                       for k in range(5)])
+    pair = np.convolve(single, single)[:5]
+    d = semi_z**2 - semi_x**2
+    total = 0.0
+    for k in range(1, 5):
+        n = 2 * k + 2
+        total += (pair[k] * (-d)**k * factorial(n)
+                  * np.sum(eval_legendre(n, cosine) / r**(n + 1)))
+    return factor_layers(tau) + volume / (4 * np.pi) * total
 
 
@@ -256,10 +285,14 @@
     fx, fz = grid_eps(semi_x, aspect * semi_x, 80)
     n_z = oblate_factor(aspect)
-    estimate = (dipole_eps(porosity, L_z, depol=n_z)
-                - dipole_eps(porosity, L_x, depol=(1 - n_z) / 2))
-    assert abs((fz - fx) - estimate) < 0.005
+    L_body = factor_spheroid(semi_x, aspect * semi_x)
+    point, extended = [
+        dipole_eps(porosity, L, depol=n_z)
+        - dipole_eps(porosity, (1 - L) / 2, depol=(1 - n_z) / 2)
+        for L in (L_z, L_body)]
+    print(f"pore aspect {aspect}: solver eps_z-eps_x = {fz-fx:.5f}")
+    print(f"   short-axis N = {n_z:.4f}, spheroid L_z = {L_body:.4f}")
+    print(f"   estimate: point {point:.5f}, extended {extended:.5f}")
+    assert abs((fz - fx) - extended) < 0.001
     assert fz - fx < delta_grid
-    print(f"pore aspect {aspect}: solver eps_z-eps_x = {fz-fx:.5f}")
-    print(f"   dipole estimate {estimate:.5f}, short-axis N = {n_z:.4f}")
 assert fz - fx < 0
 
```

The mended program passes:

```
INPUTS
a, c, pore radius = 5.0, 4.0, 1.6 nm
host, pore permittivity = 2.9, 1.0
wall between pores along z = 0.80 nm
porosity f = 0.1716
sphere contrast beta = -0.2794
3 f beta = -0.1438
LATTICE FACTORS (dimensionless)
square-lattice sum S = 9.03362
c/a=0.80: L_z layers 0.583964, direct 0.583964
c/a=0.90: L_z layers 0.444129, direct 0.444129
c/a=1.00: L_z layers 0.333333, direct 0.333333
c/a=1.25: L_z layers 0.114289, direct 0.114289
c/a=1.50: L_z layers -0.075179, direct -0.075179
example L_x = 0.20802, L_z = 0.58396
body-centred c/a=0.8000: L_z = 0.370457
body-centred c/a=1.0000: L_z = 0.333333
body-centred c/a=1.2000: L_z = 0.334788
body-centred c/a=1.4142: L_z = 0.333333
L_z-L_x: layers 0.37595, reciprocal 0.37596
L_z-L_x with 0.2 nm rms jitter per axis = 0.37591
PERMITTIVITY (relative)
dipole formula eps_x = 2.4950, eps_z = 2.5152
cubic lattice, same porosity = 2.5020
eps_z-eps_x = 0.02020 (0.81 % of eps_x)
leading f^2 estimate of eps_z-eps_x = 0.02255
field solver eps_x = 2.4941, eps_z = 2.5142
field solver eps_z-eps_x = 0.02017
same on grid twice as coarse = 0.02027
solver/dipole anisotropy ratio = 0.9985
solver eps_z-eps_x, radius 1.2 nm = 0.00385
solver power of f in the anisotropy = 1.919
eps_z-eps_x for c/a=1.25, same f = -0.01823
NEGLECTED EFFECTS AND USE
25-layer film eps_z = 2.51491, bulk 2.51524
pore aspect 0.95: solver eps_z-eps_x = 0.01207
   short-axis N = 0.3471, spheroid L_z = 0.5629
   estimate: point 0.01380, extended 0.01211
pore aspect 0.8: solver eps_z-eps_x = -0.01552
   short-axis N = 0.3944, spheroid L_z = 0.5037
   estimate: point -0.00871, extended -0.01542
pore permittivity 1.3: eps_x = 2.5715, eps_z = 2.5850
eps_z shift for porosity +0.01 = -0.0206
capacitance of 100 nm film = 22.270 nF/cm2
same if eps_x is used = 22.092 nF/cm2
ALL CHECKS PASSED
```
